# Finding the in-plane polarization instability of a layered ferroelectric stack

A transfer-matrix calculation of the temperature at which a layer stack becomes polar ends in a decision: which zero of the end-condition residual is to be reported? The residual has many zeros, and they can lie close together. In the 20 nm stack treated below, scanning down from 420 K in steps of 20 K gives 368 K, whereas the uniform nonpolar state already loses stability at 398 K. The decision rests on the number of nodes in the polarization profile.

## The energy and its sign conventions

Let $P(z)$ be an in-plane polarization that depends on the depth $z$ alone. Since $\partial_xP_x=0$, a laterally infinite film has no bound charge and no depolarizing field. In mean-field theory, the energy per area to second order in $P$ is

$$F=\tfrac12\int_0^L\left[aP^2+gP'^2\right]dz+\tfrac12s_0P(0)^2+\tfrac12s_1P(L)^2 .$$

In layer $j$, of thickness $d_j$,

$$a_j=\frac{T-T_j}{\varepsilon_0C_j},\qquad g_j>0 .$$

Here $C_j$ is the Curie constant, and $T_j$ is the temperature at which a uniform thick layer, strained as it is in the stack, would become unstable. The surface stiffnesses satisfy $s_0,s_1\ge0$; zero means a free end.

Vary $P$ and integrate the gradient term by parts. With the flux $J=gP'$, stationarity requires

$$P'=J/g,\qquad J'=aP,$$

continuity of $P$ and $J$ at interfaces, and $J(0)=s_0P(0)$, $J(L)=-s_1P(L)$. The signs differ because the outward direction does.

## One layer by hand

Take one free layer with $T<T_0$, and define $q^2=-a/g=(T_0-T)/(\varepsilon_0Cg)$. The solution starting with $P=1$, $J=0$ is

$$P=\cos qz,\qquad J=-gq\sin qz .$$

The far end demands $\sin qd=0$, so $qd=n\pi$. Including the constant solution at $T=T_0$, the candidates are

$$T^{(n)}=T_0-\varepsilon_0Cg\left(\frac{n\pi}{d}\right)^2,\qquad n=0,1,2,\ldots$$

Candidate $n$ has $n$ nodes. The instability on cooling is $n=0$; the others are stationary states of a film that is already unstable.

For a "hot" layer with $T_0=420$ K, $d=4.8$ nm and $\varepsilon_0Cg=88.5$ K nm², the one-node candidate is at $420-88.5(\pi/4.8)^2=382$ K.

Now put this layer between thick "cold" layers with $T_j<T$. There $P$ decays as $e^{-\kappa|z|}$, with $\kappa^2=a/g$. Measured from the centre of the hot layer, the nodeless state is $\cos qz$. At $z=d/2$, continuity of $J/P$ gives

$$-g_hq\tan(qd/2)=-g_c\kappa .$$

Thus $qd$ is no longer zero: the cold surroundings bend the profile and lower the instability below $T_0$. More layers would add more such equations. Matrices do the matching instead.

## Any sequence of layers

For $a>0$, solve $P''=\kappa^2P$ with entrance values $P_0,J_0$:

$$P=P_0\cosh\kappa z+\frac{J_0}{g\kappa}\sinh\kappa z .$$

Differentiation and multiplication by $g$ give $J$, hence

$$\begin{pmatrix}P\\J\end{pmatrix}_{d}=
\begin{pmatrix}\cosh\kappa d&\sinh\kappa d/(g\kappa)\\g\kappa\sinh\kappa d&\cosh\kappa d\end{pmatrix}
\begin{pmatrix}P\\J\end{pmatrix}_{0}.$$

For $a<0$ the matrix has diagonal entries $\cos qd$, upper right entry $\sin qd/(gq)$ and lower left entry $-gq\sin qd$. For $a=0$ it has unit diagonal, upper right entry $d/g$ and lower left entry zero. Each determinant is 1. In thick layers a factor $e^{\kappa d}$ can be removed to avoid overflow; being positive, it changes no sign and no node.

Start $u$ from $(1,s_0)$, multiply through the stack, and form

$$R(T)=J(L)+s_1u(L).$$

The zeros of $R$ are the candidate temperatures.

## Why the nodeless candidate is the instability

Suppose that $u$ solves the equations at a candidate temperature and is positive throughout. Write any trial polarization as $P=u\varphi$. Expanding,

$$aP^2+gP'^2=au^2\varphi^2+gu'^2\varphi^2+2guu'\varphi\varphi'+gu^2\varphi'^2 .$$

With $J=gu'$ and $J'=au$, the first three terms are the derivative of $Ju\varphi^2$:

$$(Ju\varphi^2)'=au^2\varphi^2+gu'^2\varphi^2+2guu'\varphi\varphi' .$$

Since $Ju\varphi^2=(J/u)P^2$, its integral is $-s_1P(L)^2-s_0P(0)^2$, which cancels the surface terms. What remains is

$$F[P]=\tfrac12\int_0^Lg\,u^2\left[(P/u)'\right]^2dz\ \ge 0,$$

and it vanishes only for $P\propto u$. Heating raises $a$ in every layer and makes $F$ positive for every nonzero $P$. Cooling makes $F[u]$ negative. The nodeless candidate is therefore the stability limit, and there cannot be two of them. If $u$ had a node, the division by $u$ would fail.

This is a limit of linear stability. If the higher-order energy makes the transition first order, the polar state can become favourable at a higher temperature.

## Counting the candidates above a temperature

Measure $u$ and $J$ in fixed units, and write $u=\rho\sin\theta$, $J=\rho\cos\theta$. From $\tan\theta=u/J$,

$$\theta'=\frac{u'J-uJ'}{\rho^2}=\frac{\cos^2\theta}{g}-a\sin^2\theta .$$

Let $\eta=\partial\theta/\partial T$. Differentiating,

$$\eta'=-\left(\frac1g+a\right)\sin(2\theta)\,\eta-\frac{\partial a}{\partial T}\sin^2\theta,\qquad \eta(0)=0 .$$

The first term can be removed by a positive integrating factor. The source is never positive and is not identically zero, so $\eta(L)<0$: cooling steadily increases $\theta(L)$.

A node occurs when $\theta$ is a multiple of $\pi$. There $\theta'=1/g>0$, so multiples are crossed upwards only, and the number of nodes in $(0,L]$ is $m=\lfloor\theta(L)/\pi\rfloor$.

The end condition is $\cot\theta(L)=-s_1$, that is, $\theta(L)=\theta_e+n\pi$ with $\pi/2\le\theta_e<\pi$. Above all $T_j$, both $u$ and $J$ are positive at the end, so $\theta(L)<\pi/2$ and no target has been reached. On formal cooling without limit, $q$ and the number of nodes grow without bound. Each target is therefore passed once, and candidate $n$ has $n$ nodes. In particular, the nodeless one exists.

At a general $T$, the targets $n<m$ have been passed. Target $n=m$ has been passed if $J/u<-s_1$, which means $Ru(L)<0$. The number of candidates above $T$ is thus

$$N(T)=m+\begin{cases}1,&R\,u(L)<0,\\0,&R\,u(L)>0.\end{cases}$$

Since $u(L)$ has the sign $(-1)^m$, $R$ has the sign $(-1)^N$. A scan that looks only at the sign of $R$ cannot tell $N=0$ from $N=2$.

Nodes inside layers need no sampling. If $a<0$, write $P=A\sin(qz+\phi)$ with $A>0$, taking $\phi$ from the signs and sizes of $P_0$ and $J_0/(gq)$. The layer contains $\lfloor(\phi+qd)/\pi\rfloor-\lfloor\phi/\pi\rfloor$ nodes in $(0,d]$. If $a\ge0$, there is at most one zero: between two zeros $|P|$ would need a maximum, but its curvature is not negative there. A sign change between the layer's ends reveals it.

## The safe root search

A constant trial polarization has $F=0$ at

$$T_{\rm low}=\frac{\sum_jd_jT_j/(\varepsilon_0C_j)-s_0-s_1}{\sum_jd_j/(\varepsilon_0C_j)} .$$

Below it $F<0$, so $T_c\ge T_{\rm low}$. Above $T_{\rm high}=\max_jT_j$ every term in $F$ is nonnegative, so $T_c\le T_{\rm high}$. This upper bound needs $s_0,s_1\ge0$.

1. Start slightly outside these bounds, to allow for equality.
2. Bisect: a midpoint with $N=0$ becomes the upper end, any other the lower end.
3. Stop when $N=1$ below and $N=0$ above. One root is enclosed and $R$ changes sign.
4. Refine with a bracketed root finder, such as Brent's method. The counts $N=0$ above and $N=1$ below already identify the root as the nodeless one. A node count at the computed root can mislead when the last layer is thick and has $a>0$, because a node then enters through the far end just below the root. For cold/hot/cold layers of 2.0, 4.8 and 12 nm with the parameters given below, it enters $3\times10^{-16}$ K below the root, finer than double precision resolves.

For six random five-layer stacks with random surface stiffnesses, a separate finite-volume eigenvalue calculation, extrapolated in cell width, gave the same $T_c$ to within $5.3\times10^{-8}$ K. It also confirmed 42 values of $N(T)$.

## A 20 nm stack

The sequence is cold/warm/cold/hot/cold, with thicknesses 2.0, 8.0, 3.2, 4.8 and 2.0 nm and free ends.

- Hot: $T_j=420$ K, $C=1.0\times10^5$ K, $g=1.0\times10^{-10}$ V m³/C.
- Warm: 400 K, $0.9\times10^5$ K, $0.9\times10^{-10}$ V m³/C.
- Cold: 250 K, $0.8\times10^5$ K, $0.8\times10^{-10}$ V m³/C.

The common factor $\varepsilon_0$ cancels in the lower bound. With $d$ in nm and $C$ in $10^5$ K, the weights $d/C$ are $7.2/0.8=9.00$ (cold), $8.0/0.9=8.89$ (warm) and $4.80$ (hot), so

$$T_{\rm low}=\frac{9.00(250)+8.89(400)+4.80(420)}{22.69}=344.7\ \text{K}.$$

From 344.7 and 420 K, the successive midpoints 382.4, 401.2, 391.8 and 396.5 K have $N=2,0,2,1$. The enclosed root between 396.5 and 401.2 K is

$$T_c=397.8\ \text{K}=124.7\ ^\circ\text{C}.$$

The next candidates, at 392.0 and 368.2 K, have one and two nodes. At 420, 400, 380 and 360 K, $N=0,0,2,3$. The 20 K sign scan therefore steps over the top pair and returns the two-node state, 29.6 K too low.

The hand formula explains the value. At $T_c$, $1/q=1.9986$ nm in the hot layer and $1/\kappa=0.6191$ nm in the cold ones. In units of $10^{-10}$ V m³/C per nm,

$$g_hq\tan(qd/2)=\frac{\tan(1.2008)}{1.9986}=1.290,\qquad g_c\kappa=\frac{0.8}{0.6191}=1.292 .$$

The two sides agree to 0.2%, although the formula assumes infinitely thick cold layers.

The hot layer holds 97.4% of $\int u^2dz$ in the top mode; the warm layer holds 99.3% in the next. Relative to their own $T_j$, these modes are lowered by 22.2 K and 8.0 K. The narrower layer pays more for confinement, but its 20 K head start still wins, by 5.8 K. At the surface $z=0$ the top mode is only $4\times10^{-5}$ of its maximum, yet has the same sign. A sign change in so small a tail would still count as a node, so tails must not be discarded.

## Repeating the cell

For an infinite superlattice, let $M$ be the matrix of one cell of length $L$, and omit the surface terms. For laterally uniform $P$ with the cell's period, $P(0)=P(L)$ and $J(0)=J(L)$. A solution requires an eigenvalue 1 of $M$; with $\det M=1$ this means $\operatorname{tr}M=2$. Nodes must again be excluded.

Let $S$ be the solution started from $(0,1)$, so $S(L)=M_{12}$. First consider functions $w$ vanishing at both ends. If $S$ has no zero in $(0,L]$, the earlier identity with $u=S$ gives $F[w]>0$ for $w\ne0$; the boundary term at $z=0$ vanishes because $w^2/S\to0$. If $S$ has a zero at $z_*$, the function equal to $S$ up to $z_*$ and zero beyond has $F=0$, so $F$ is not positive definite.

Suppose there is no such zero; then $M_{12}>0$. Let $v$ solve the equations with $v(0)=v(L)=1$, and split $P=P(0)v+w$. Integration by parts removes the cross term, and $F[v]=\tfrac12[J_v(L)-J_v(0)]$. From $M_{11}+M_{12}J_v(0)=1$,

$$J_v(L)-J_v(0)=M_{21}+(M_{22}-1)\frac{1-M_{11}}{M_{12}}
=\frac{\operatorname{tr}M-2}{M_{12}},$$

where the last step uses $M_{12}M_{21}=M_{11}M_{22}-1$. Hence

$$F[P]=\tfrac12P(0)^2\,\frac{\operatorname{tr}M-2}{M_{12}}+F[w].$$

The nonpolar state is stable if and only if $S$ has no zero in $(0,L]$ and $\operatorname{tr}M>2$. Bisect on this pair of conditions. With the 20 nm stack as the cell, the trace exceeds 2 at 380 K, but $S$ has two zeros: the state is unstable. The periodic $T_c$ is 397.82 K.

For short periods, set $P=P_0(1+p)$ with small $p$. To leading order $(gp')'=a$, and integrating $J'=aP$ over a cell gives

$$\int a\,dz=-\int ap\,dz=\int gp'^2dz>0 .$$

Since $p'$ is proportional to $L$, the mean of $a$ is proportional to $L^2$. Thus $T_c$ approaches the weighted mean $T_{\rm low}$ from above, quadratically in the period.

For long periods, a half sine confined to the hot layer is an allowed trial function. It gives $T_c\ge T_h-\varepsilon_0C_hg_h(\pi/d_h)^2$, which tends to $T_h$ as $d_h$ grows.

With hot/warm/cold fractions held at 40/20/40%, the short-period limit is 340.3 K. Periods of 2, 4, 8 and 16 nm give 348.0, 366.7, 394.3 and 409.9 K, moving from averaging towards the hot layer's own temperature. The 2 nm value is formal: its warm layer is only 0.4 nm thick, about one unit cell, where a continuum description is not reliable.

## A graded film

Let $T_0(z)=T_s-Gz$, with constant $C$ and $g$. Setting

$$\zeta=\frac{z+(T-T_s)/G}{\ell},\qquad \ell^3=\frac{g\varepsilon_0C}{G}$$

turns the equation into $d^2P/d\zeta^2=\zeta P$. In a thick film the decaying solution is $\mathrm{Ai}(\zeta)$. A free surface requires $\mathrm{Ai}'=0$ at $z=0$; the first zero, $a_1'=-1.0188$, gives the nodeless state:

$$T_c=T_s+a_1'G\ell .$$

For hot-layer constants, $T_s=420$ K and $G=5$ K/nm, $\ell=2.607$ nm and $T_c=420-1.0188(5)(2.607)=406.7$ K. Replacing the grade in a 20 nm film by uniform slices with midpoint $T_j$ gives errors relative to this value of $-0.156$ K for 1 nm slices and $-0.039$ K for 0.5 nm slices. Halving the slice divides the error by four.

## Beside real films

The stack's parameters are rough values in the regime of tensile-strained barium strontium titanate. Curie constants near $10^5$ K are typical; the layer temperatures are chosen, and $g$ is poorly known. Halving or doubling every $g$ moves $T_c$ to 407 or 386 K. At doubled $g$ the warm-layer mode comes first, at 385.9 K against 383.7 K for the hot-layer mode, so which layer leads also depends on $g$. With a rough elastic coupling, a strain error of 0.1% moves the hot layer's $T_j$ by 21 K, so strain relaxation in that layer alone can outweigh the 5.8 K lead of the top mode. A 0.1% error shared by all layers moves $T_c$ by about as much, but leaves the same mode first. The result is better read as 400 K with an uncertainty of tens of kelvin. Smaller estimated shifts are $-2.2$ K if each interface is replaced by a uniform 0.8 nm layer with arithmetically averaged $T_j$, $C$ and $g$ (only $-0.6$ K if these vary linearly across the 0.8 nm instead), $-2.1$ K for quantum saturation if the $T_j$ are classical Curie–Weiss extrapolations (less than 0.1 K in size if they are actual instability temperatures, as defined above; both figures replace $T$ by $\Theta\coth(\Theta/T)$ with a rough $\Theta=50$ K and grow about as $\Theta^2$, reaching $-8.5$ and $-0.3$ K at $\Theta=100$ K) and $+0.6$ K for discrete 0.4 nm cells. A film of finite width also carries charge at its lateral ends. In a uniformly polarized thin spheroid, 20 nm thick and 5 mm wide, this would lower the instability by 0.3 K, and by more in inverse proportion to the width. That is not an estimate for a real film, which can reduce the cost by forming stripes of alternating polarization. Small devices need a calculation in which $P$ may also vary laterally. If every layer has at least 0.5% tensile strain, the same rough couplings put the out-of-plane instability below 209 K, so it does not come first. Critical fluctuations and oxygen-octahedron rotations are left out and not estimated.

## Computed results

```
Rough parameters, regime of tensile-strained (Ba,Sr)TiO3
hot layer: T0 = 420 K, C = 1.0e+05 K, g = 1.0e-10 V m^3/C
warm layer: T0 = 400 K, C = 9.0e+04 K, g = 9.0e-11 V m^3/C
cold layer: T0 = 250 K, C = 8.0e+04 K, g = 8.0e-11 V m^3/C
sequence cold/warm/cold/hot/cold, nm: [2.0, 8.0, 3.2, 4.8, 2.0]
total thickness = 20.0 nm, free ends (s0 = s1 = 0)
candidate 0: T = 397.834 K, internal nodes = 0
candidate 1: T = 391.986 K, internal nodes = 1
candidate 2: T = 368.234 K, internal nodes = 2
candidate 3: T = 334.979 K, internal nodes = 3
candidate 4: T = 329.843 K, internal nodes = 4
instability Tc = 397.83 K = 124.68 deg C
bracket: T_low = 344.73 K, T_high = 420.00 K
mode count N(T): 420 K: 0, 400 K: 0, 380 K: 2, 360 K: 3, 340 K: 3, 320 K: 5
20 K sign scan returns 368.23 K with 2 nodes, error -29.60 K
at Tc: 1/q in hot layer = 1.999 nm, 1/kappa in cold = 0.619 nm
mode 0: share of integral u^2 by layer, %: [0.0, 0.0, 1.28, 97.41, 1.31]
mode 1: share of integral u^2 by layer, %: [0.37, 99.27, 0.36, 0.0, 0.0]
trial energy at Tc: direct 3.378227e-03, as squares 3.378227e-03 J/m^2
u at the six boundaries / max u: 0.00004 0.00049 0.00408 0.36121 0.36217 0.02860
20 nm stack repeated: Tc = 397.820 K
at 380 K its trace exceeds 2, yet the (0,1) solution has zeros: 2
hot/warm/cold superlattice 40/20/40 %: short-period limit = 340.297 K
  period 2 nm: Tc = 347.98 K
  period 4 nm: Tc = 366.66 K
  period 8 nm: Tc = 394.32 K
  period 16 nm: Tc = 409.91 K
formal short-period check: rise ratio for halved period = 3.998
graded film 20 nm, surface T0 = 420 K, slope = 5.0 K/nm
  first zero of Ai' = -1.01879, Airy length = 2.607 nm
  Airy Tc = 406.723 K; slice errors: 1 nm -0.1564 K, 0.5 nm -0.0392 K
Neglected effects and parameter errors for the 20 nm stack:
  discrete 0.4 nm unit cells: shift = 0.57 K
  0.8 nm intermixed interfaces: shift = -2.20 K
  all g times 0.5: Tc = 407.16 K
  all g times 2.0: Tc = 385.92 K
  rough strain couplings: 1.2e+10 and -6.0e+09 V m/C
  strain error 0.1 %: hot-layer T0 shifts by 21.3 K
  out-of-plane instability, tension >= 0.5 %: below 208.7 K
  quantum saturation, rough scale 50 K: shift = -2.10 K
  lateral size 5 mm, uniform P: shift about -0.31 K
random stacks: largest Tc difference = 5.3e-08 K, mode counts checked = 42
```
